# Noninteracting Kinetic Energy from a Density: Using the Wu–Yang Maximization: a numerical check

```python
"""
Result under test: for a density n, the noninteracting kinetic energy is
    Ts[n] = max over v of W[v],   W[v] = E_s[v] - integral(v n),
where E_s[v] is the lowest energy of independent electrons in the local
potential v. W is concave, its gradient is rho_v - n, and every W[v] is a
lower bound to Ts[n]. The density is the Hartree-Fock (HF) density of neon.

Symbols: r radius, Z nuclear charge, q = density times quadrature weight
(electrons per node), v potential at the nodes, b coefficients of the
correction functions g_t, rho density of the orbitals in v.
Hartree atomic units inside, eV and angstrom in the printed output.
"""
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from pyscf import gto, scf

EV = constants.physical_constants["Hartree energy in eV"][0]
ANG = constants.physical_constants["Bohr radius"][0] / constants.angstrom
Z = 10
R_MAX = 12.0 / ANG       # outer wall
MAP_LENGTH = 0.5 / ANG   # radius scale of the orbital grid
POT_LENGTH = 0.25 / ANG  # radius scale of the correction functions
SHELLS = ((0, 2), (1, 1))  # (l, number of filled radial orbitals)


def make_grid(order):
    """Gauss-Lobatto collocation for u(r) = r R(r), u = 0 at both ends."""
    c = np.zeros(order + 1)
    c[-1] = 1.0
    d1, d2 = legendre.legder(c), legendre.legder(c, 2)
    x = np.sort(legendre.legroots(d1).real)
    for _ in range(2):
        x = x - legendre.legval(x, d1) / legendre.legval(x, d2)
    x = np.concatenate(([-1.0], x, [1.0]))
    p = legendre.legval(x, c)
    w = 2.0 / (order * (order + 1) * p**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    deriv = p[:, None] / (p[None, :] * gap)
    np.fill_diagonal(deriv, 0.0)
    np.fill_diagonal(deriv, -deriv.sum(axis=1))
    a = 2 * MAP_LENGTH / R_MAX
    r = (MAP_LENGTH * (1 + x) / (1 - x + a))[1:-1]
    jac = MAP_LENGTH * (2 + a) / (1 - x + a)**2
    mass = (w * jac)[1:-1]
    dn = deriv[:, 1:-1] / np.sqrt(mass)
    kin = 0.5 * (dn.T * (w / jac)) @ dn
    kin = 0.5 * (kin + kin.T)
    kernels = []
    scale = r * np.sqrt(mass)
    for k in range(3):  # multipole kernels r_<^k / r_>^(k+1)
        inv = np.linalg.inv(2 * kin + np.diag(k * (k + 1) / r**2))
        kernels.append((2 * k + 1) * inv / np.outer(scale, scale)
                       + np.outer(r**k, r**k) / R_MAX**(2 * k + 1))
    return SimpleNamespace(r=r, mass=mass, kin=kin, kernels=kernels)


def kinetic(grid, l):
    return grid.kin + np.diag(l * (l + 1) / (2 * grid.r**2))


def hartree_fock(grid):
    """Closed-shell HF for 1s2 2s2 2p6 with angular factors summed."""
    r = grid.r
    g0, g1, g2 = grid.kernels
    core = [kinetic(grid, l) - np.diag(Z / r) for l in (0, 1)]

    def fock(ds, dp):
        vh = g0 @ (2 * np.diag(ds) + 6 * np.diag(dp))
        fs = core[0] + np.diag(vh) - ds * g0 - dp * g1
        fp = core[1] + np.diag(vh) - ds * g1 / 3 - dp * (g0 + 0.4 * g2)
        return fs, fp

    def fill(fs, fp):
        es, cs = eigh(fs)
        ep, cp = eigh(fp)
        return (cs[:, :2] @ cs[:, :2].T, cp[:, :1] @ cp[:, :1].T,
                np.array([es[0], es[1], ep[0]]))

    screen = np.diag((Z - 1) * (1 - np.exp(-2 * r)) / r)
    ds, dp, levels = fill(core[0] + screen, core[1] + screen)
    for _ in range(120):
        new_s, new_p, levels = fill(*fock(ds, dp))
        change = max(abs(new_s - ds).max(), abs(new_p - dp).max())
        ds, dp = 0.5 * (ds + new_s), 0.5 * (dp + new_p)
    ds, dp = new_s, new_p
    assert change < 1e-6, change
    fs, fp = fock(ds, dp)
    energy = np.sum(ds * (core[0] + fs)) + 3 * np.sum(dp * (core[1] + fp))
    t = 2 * np.sum(ds * kinetic(grid, 0)) + 6 * np.sum(dp * kinetic(grid, 1))
    q = 2 * np.diag(ds) + 6 * np.diag(dp)
    return SimpleNamespace(energy=energy, t=t, q=q, levels=levels)


def correction_functions(grid, count):
    y = (grid.r - POT_LENGTH) / (grid.r + POT_LENGTH)
    return (legendre.legvander(y, count - 1) * ((1 - y)**2)[:, None]).T


class WuYang:
    def __init__(self, grid, q, count):
        self.grid, self.q = grid, q
        self.g = correction_functions(grid, count)
        self.hartree = grid.kernels[0] @ q
        self.v0 = -Z / grid.r + (1 - 1 / q.sum()) * self.hartree

    def evaluate(self, b, shift=0.0):
        v = self.v0 + b @ self.g + shift
        value = -v @ self.q
        rho = np.zeros_like(v)
        hess = np.zeros((len(b), len(b)))
        t_orb, levels = 0.0, []
        for l, filled in SHELLS:
            t_l = kinetic(self.grid, l)
            e, c = eigh(t_l + np.diag(v))
            occ = 2 * (2 * l + 1)
            for i in range(filled):
                value += occ * e[i]
                rho += occ * c[:, i]**2
                t_orb += occ * c[:, i] @ t_l @ c[:, i]
                levels.append(e[i])
                x = self.g @ (c[:, i:i + 1] * c[:, filled:])
                hess += 2 * occ * (x / (e[i] - e[filled:])) @ x.T
        return SimpleNamespace(value=value, grad=self.g @ (rho - self.q),
                               hess=hess, rho=rho, t_orb=t_orb, v=v,
                               levels=np.array(levels))

    def maximize(self, b):
        now = self.evaluate(b)
        for iteration in range(200):
            lam, u = np.linalg.eigh(-now.hess)
            damped = np.maximum(lam, 0) + 1e-8 * lam[-1]
            step = u @ ((u.T @ now.grad) / damped)
            gain = now.grad @ step
            if gain < 1e-9:
                break
            t = 1.0
            while t > 1e-8:
                trial = self.evaluate(b + t * step)
                # slack covers rounding in eigenvalues of a large-norm matrix
                if trial.value >= now.value + 1e-4 * t * gain - 5e-8:
                    break
                t *= 0.5
            b, now = b + t * step, trial
        assert gain < 1e-8, ("maximization not converged", gain)
        now.b, now.iterations = b, iteration
        return now


grid = make_grid(60)
hf = hartree_fock(grid)
r = grid.r

# HF against an independent Gaussian-basis calculation and the virial relation
basis = [[0, [0.1 * 2.0**k, 1.0]] for k in range(22)]
basis += [[1, [0.08 * 2.0**k, 1.0]] for k in range(15)]
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
e_gauss = mf.kernel()
dm = mf.make_rdm1()
t_gauss = np.sum(dm * mol.intor("int1e_kin"))
r2_gauss = np.sum(dm * mol.intor("int1e_r2"))
r2_grid = hf.q @ r**2
assert mf.converged
assert abs(e_gauss - hf.energy) < 1e-4  # finite Gaussian basis
assert abs(t_gauss - hf.t) < 1e-3
assert abs(r2_gauss - r2_grid) < 2e-3
assert abs(hf.t + hf.energy) < 1e-5

# Derivatives, concavity, bound and shift invariance at random potentials
rng = np.random.default_rng(7)
M = 20
problem = WuYang(grid, hf.q, M)
b_test = 0.2 * rng.normal(size=M)
d = rng.normal(size=M)
d /= np.linalg.norm(d)
h = 1e-3
mid = problem.evaluate(b_test)
up, down = problem.evaluate(b_test + h * d), problem.evaluate(b_test - h * d)
slope_fd = (up.value - down.value) / (2 * h)
curve_fd = (up.grad - down.grad) @ d / (2 * h)
slope, curve = mid.grad @ d, d @ mid.hess @ d
assert abs(slope_fd - slope) < 1e-4 * (1 + abs(slope))
assert abs(curve_fd - curve) < 1e-4 * (1 + abs(curve))
assert abs(problem.evaluate(b_test, shift=0.7).value - mid.value) < 1e-6
margins = []
for _ in range(20):
    b1, b2 = rng.normal(size=(2, M))
    w1, w2 = problem.evaluate(b1).value, problem.evaluate(b2).value
    margins.append(problem.evaluate((b1 + b2) / 2).value - (w1 + w2) / 2)
    assert max(w1, w2) < hf.t
assert min(margins) > 0

# Known answer: ten electrons in -Z/r have kinetic energy 2 Z^2
u1s = 2 * Z**1.5 * r * np.exp(-Z * r)
u2s = Z**1.5 / np.sqrt(2) * r * (1 - Z * r / 2) * np.exp(-Z * r / 2)
u2p = Z**2.5 / (2 * np.sqrt(6)) * r**2 * np.exp(-Z * r / 2)
q_hyd = grid.mass * (2 * u1s**2 + 2 * u2s**2 + 6 * u2p**2)
hyd_problem = WuYang(grid, q_hyd, M)
hyd_start = hyd_problem.evaluate(np.zeros(M)).value
hyd = hyd_problem.maximize(np.zeros(M))
assert abs(hyd.value - 2 * Z**2) < 1e-4

# Neon with growing, nested sets of correction functions
start = problem.evaluate(np.zeros(M))
sizes = (4, 8, 12, 16, 20)
runs = [WuYang(grid, hf.q, m).maximize(np.zeros(m)) for m in sizes]
values = np.array([run.value for run in runs])
best = runs[-1]
excess = hf.t - best.value
assert start.value < values[0]
assert np.all(np.diff(values) > -1e-7)
assert excess > 0
assert values[-1] - values[-2] < 0.1 * excess
assert abs(best.grad).max() < 2e-4
root = np.sqrt(hf.q)
t_w = root @ grid.kin @ root
assert t_w < best.value

# The filled orbitals are the lowest of all angular momenta
empty = []
for l, index in ((0, 2), (1, 1), (2, 0), (3, 0)):
    empty.append(eigh(kinetic(grid, l) + np.diag(best.v),
                      eigvals_only=True)[index])
assert min(empty) > best.levels.max()

# Same maximum from a distant start, and on a finer grid
b_far = 0.3 * rng.normal(size=M)
far_start = problem.evaluate(b_far).value
far = problem.maximize(b_far)
assert abs(far.value - best.value) < 1e-6
fine_grid = make_grid(72)
fine_hf = hartree_fock(fine_grid)
fine = WuYang(fine_grid, fine_hf.q, M).maximize(np.zeros(M))
fine_excess = fine_hf.t - fine.value
assert abs(fine_excess - excess) < 5e-6

print(f"Hartree energy: {EV:.6f} eV; Bohr radius: {ANG:.6f} angstrom")
print(f"Outer wall {R_MAX*ANG:.1f}, grid scale {MAP_LENGTH*ANG:.2f}, "
      f"potential scale {POT_LENGTH*ANG:.2f} angstrom")
print(f"Interior grid nodes: {len(r)}; electrons: {hf.q.sum():.8f}")
print(f"HF total energy, grid: {hf.energy*EV:.4f} eV")
print(f"HF total energy, Gaussian basis: {e_gauss*EV:.4f} eV")
print(f"HF kinetic energy T_HF, grid: {hf.t*EV:.4f} eV")
print(f"HF kinetic energy, Gaussian basis: {t_gauss*EV:.4f} eV")
print(f"<r^2> summed over electrons, grid: {r2_grid*ANG**2:.5f} angstrom^2")
print(f"<r^2>, Gaussian basis: {r2_gauss*ANG**2:.5f} angstrom^2")
print(f"Slope of W, formula / differences: {slope:.6f} / {slope_fd:.6f} "
      "(dimensionless)")
print(f"Curvature of W, formula / differences: {curve/EV:.7f} / "
      f"{curve_fd/EV:.7f} 1/eV")
print(f"Smallest midpoint concavity margin, {len(margins)} random pairs: "
      f"{min(margins)*EV:.3f} eV")
print(f"Hydrogenic test, W at start: {hyd_start*EV:.4f} eV")
print(f"Hydrogenic test, maximum of W: {hyd.value*EV:.5f} eV")
print(f"Hydrogenic test, analytic 2 Z^2: {2*Z**2*EV:.5f} eV")
print(f"Neon, W at the starting potential: {start.value*EV:.4f} eV")
print("Neon: M = number of correction functions; energies in eV")
print("M, Newton steps, W, T_HF - W, T[orbitals] - W, "
      "integral |rho-n| (electrons)")
for m, run in zip(sizes, runs):
    print(f"{m:3d} {run.iterations:3d} {run.value*EV:.5f} "
          f"{(hf.t-run.value)*EV:.5f} {(run.t_orb-run.value)*EV:.5f} "
          f"{abs(run.rho-hf.q).sum():.2e}")
print(f"Largest gradient component at M={M}: {abs(best.grad).max():.1e} "
      "electrons")
print(f"Ts[n_HF]: {best.value*EV:.4f} eV = {best.value:.6f} hartree")
print(f"T_HF - Ts: {excess*EV:.5f} eV = {excess:.7f} hartree")
print(f"T_HF - Ts on the finer grid: {fine_excess*EV:.5f} eV")
print(f"von Weizsaecker energy T_W: {t_w*EV:.4f} eV")
print(f"Distant start, W before / after: {far_start*EV:.4f} / "
      f"{far.value*EV:.4f} eV")
for k, name in enumerate(("1s", "2s", "2p")):
    print(f"Orbital energy {name}, HF / local potential: "
          f"{hf.levels[k]*EV:.3f} / {best.levels[k]*EV:.3f} eV")
print(f"Lowest empty level in the local potential: {min(empty)*EV:.3f} eV")
print("v + Z/r - v_H in eV at r in angstrom, for M=16 and M=20")
rest = [CubicSpline(r, run.v + Z / r - problem.hartree) for run in runs[-2:]]
for radius in (0.05, 0.1, 0.2, 0.3, 0.5, 1.0):
    print(f"r={radius:.2f}: {rest[0](radius/ANG)*EV:.3f} "
          f"{rest[1](radius/ANG)*EV:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Hartree energy: 27.211386 eV; Bohr radius: 0.529177 angstrom
Outer wall 12.0, grid scale 0.50, potential scale 0.25 angstrom
Interior grid nodes: 59; electrons: 10.00000000
HF total energy, grid: -3497.9447 eV
HF total energy, Gaussian basis: -3497.9436 eV
HF kinetic energy T_HF, grid: 3497.9447 eV
HF kinetic energy, Gaussian basis: 3497.9402 eV
<r^2> summed over electrons, grid: 2.62438 angstrom^2
<r^2>, Gaussian basis: 2.62438 angstrom^2
Slope of W, formula / differences: 0.080512 / 0.080512 (dimensionless)
Curvature of W, formula / differences: -0.0021755 / -0.0021755 1/eV
Smallest midpoint concavity margin, 20 random pairs: 0.936 eV
Hydrogenic test, W at start: 4483.1155 eV
Hydrogenic test, maximum of W: 5442.27725 eV
Hydrogenic test, analytic 2 Z^2: 5442.27725 eV
Neon, W at the starting potential: 3494.2885 eV
Neon: M = number of correction functions; energies in eV
M, Newton steps, W, T_HF - W, T[orbitals] - W, integral |rho-n| (electrons)
  4   4 3497.78630 0.15844 4.52893 5.83e-02
  8   5 3497.89673 0.04801 0.05930 6.98e-03
 12  31 3497.89926 0.04548 -0.00715 2.36e-03
 16  11 3497.89964 0.04509 -0.00309 4.90e-04
 20   7 3497.89970 0.04504 -0.00022 1.70e-04
Largest gradient component at M=20: 3.8e-09 electrons
Ts[n_HF]: 3497.8997 eV = 128.545443 hartree
T_HF - Ts: 0.04504 eV = 0.0016551 hartree
T_HF - Ts on the finer grid: 0.04504 eV
von Weizsaecker energy T_W: 2465.7107 eV
Distant start, W before / after: 3494.0974 / 3497.8997 eV
Orbital energy 1s, HF / local potential: -891.784 / -839.438 eV
Orbital energy 2s, HF / local potential: -52.529 / -47.554 eV
Orbital energy 2p, HF / local potential: -23.141 / -23.951 eV
Lowest empty level in the local potential: -5.986 eV
v + Z/r - v_H in eV at r in angstrom, for M=16 and M=20
r=0.05: -152.534 -153.471
r=0.10: -82.369 -82.513
r=0.20: -49.413 -49.332
r=0.30: -49.393 -48.843
r=0.50: -37.847 -37.389
r=1.00: -18.732 -18.320
ALL CHECKS PASSED
```
